**Kane's exponent from the Landau–Zener crossing of a massive Dirac electron**

A two-band electron with gap E_g and band velocity v, under a force F = eℰ, crosses its gap with probability P = exp[−πE_g²/(4ħvF)]; a transverse wave number k_y replaces (E_g/2)² by (E_g/2)² + (ħvk_y)². The program solves the real-space Dirac equation for a junction with a long uniform-field region and asserts agreement with this exponent to a relative 10⁻⁵ while gap, velocity, field and k_y are varied. It also asserts that a direct sweep in momentum space gives the same exponent to within 5×10⁻⁴, and that the Laplace loop integral used in the derivation agrees with numerical propagation. Kane's mass form, with the mass taken from finite differences of the bands, and the two-band barrier action are compared with the same exponent. For a gap of 0.35 eV, v = 1.1×10⁶ m/s and 0.5 MV/cm, the output gives an exponent of 2.66 and P = 0.070. A finite band bending of 0.6 eV lowers P to 0.053, and a size estimate for confinement in a 20 nm body lowers it to 0.023.

## Numerical verification

```python
"""
Result under test: a two-band (massive Dirac) electron in a uniform field crosses
its gap with probability
    P = exp(-pi*(Delta^2 + (hbar v ky)^2)/(hbar v F)),   Delta = gap/2,
which for ky = 0 is Kane's exponent pi*gap^2/(4 hbar v F).
Symbols: v band velocity, F = e*field the force, ky transverse wave number.
H(k) = hbar v k sz + Delta sx + hbar v ky sy.
Internal units: eV and nm; fields enter in MV/cm (1 MV/cm = 0.1 V/nm).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import gamma

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
FREE = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m0), eV nm^2


def hbar_v(v):
    return sc.hbar * v / sc.e * 1e9                 # eV nm


def kane_exponent(gap, v, field, ky=0.0):
    hv = hbar_v(v)
    return np.pi * ((gap / 2)**2 + (hv * ky)**2) / (hv * 0.1 * field)


def propagate(rhs, start, stop, psi):
    sol = solve_ivp(rhs, (start, stop), np.array(psi, complex), method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[:, -1]


def junction_exponent(gap, v, field, ky=0.0, drop=None):
    """-ln(transmission) from the real-space Dirac equation.
    drop=None: long uniform-field region with smooth ends.
    drop given: tanh-shaped band bending of that total height, same peak field."""
    hv, force = hbar_v(v), 0.1 * field
    mass = gap / 2 * SX + hv * ky * SY
    if drop is None:
        ell = np.sqrt(hv / force)
        half, end = 12 * ell, 24 * ell

        def kinetic(x):
            up, down = (x + half) / ell, (x - half) / ell
            return 0.5 * force * ell * (np.logaddexp(up, -up)
                                        - np.logaddexp(down, -down))
    else:
        width = drop / (2 * force)
        end = 12 * width

        def kinetic(x):
            return drop / 2 * np.tanh(x / width)
    top = kinetic(end)
    k_out = np.sqrt(top**2 - (gap / 2)**2 - (hv * ky)**2) / hv

    def mode(k, band):
        return np.linalg.eigh(hv * k * SZ + mass)[1][:, band]

    def current(psi):
        return np.vdot(psi, SZ @ psi).real

    transmitted = mode(k_out, 1)
    incident, reflected = mode(-k_out, 0), mode(k_out, 0)
    left = propagate(lambda x, y: 1j / hv * (SZ @ (kinetic(x) * y - mass @ y)),
                     end, -end, transmitted)
    c_in, c_ref = np.linalg.solve(np.column_stack([incident, reflected]), left)
    j_in = abs(c_in)**2 * current(incident)
    trans = current(transmitted) / j_in
    refl = -abs(c_ref)**2 * current(reflected) / j_in
    assert abs(trans + refl - 1) < 1e-6             # flux is conserved
    return -np.log(trans)


def momentum_exponent(gap, v, field, curvature=0.0, scalar=0.0):
    """-ln(P) by sweeping k through the gap; optional k^2 terms in sx and identity."""
    hv, force = hbar_v(v), 0.1 * field
    k_end = 25 * np.sqrt(force / hv)

    def ham(k):
        return (hv * k * SZ + (gap / 2 + curvature * k**2) * SX
                + scalar * k**2 * np.eye(2))

    valence = np.linalg.eigh(ham(-k_end))[1][:, 0]
    conduction = np.linalg.eigh(ham(k_end))[1][:, 1]
    final = propagate(lambda k, y: -1j / force * (ham(k) @ y), -k_end, k_end, valence)
    return -np.log(abs(np.vdot(conduction, final))**2)


def loop_solution(g, tau):
    """Amplitudes (a, b) of i psi' = (tau sz + g sx) psi from the Laplace loop."""
    lam = g**2 / 2
    x, w = np.polynomial.legendre.leggauss(400)
    r, dr = 15.5 + 14.5 * x, 14.5 * w               # rays from radius 1 to 30
    phi, dphi = np.pi / 4 + np.pi * (x + 1), np.pi * w
    ray = np.exp(1j * np.pi / 4)
    log_p = np.concatenate([np.log(r) + 1j * np.pi / 4, 1j * phi,
                            np.log(r) + 9j * np.pi / 4])
    dp = np.concatenate([-ray * dr, 1j * np.exp(1j * phi) * dphi, ray * dr])
    p = np.exp(log_p)
    term = dp * np.exp((-1 + 1j * lam) * log_p + 1j * p**2 / 4 + p * tau)
    phase = np.exp(-1j * tau**2 / 2)
    return np.array([phase * term.sum(), 1j / g * phase * (p * term).sum()])


# ---- example inputs: rough typical values for an InAs tunnel transistor ----
gap, v, field = 0.35, 1.1e6, 0.5
drop, body, cooling, density, temperature = 0.60, 20.0, 0.06, 1e18, 300.0
hv, force = hbar_v(v), 0.1 * field
exponent = kane_exponent(gap, v, field)
g = gap / 2 / np.sqrt(hv * force)
ky_fall = np.sqrt(force / (np.pi * hv))             # P falls by a factor e

# ---- real-space scattering against the formula, one parameter varied at a time ----
cases = {"base": (gap, v, field, 0.0), "gap x2": (2 * gap, v, field, 0.0),
         "velocity x2": (gap, 2 * v, field, 0.0),
         "field x2": (gap, v, 2 * field, 0.0), "with ky": (gap, v, field, ky_fall)}
numeric = {name: junction_exponent(*args) for name, args in cases.items()}
worst = max(abs(numeric[n] / kane_exponent(*cases[n]) - 1) for n in cases)
assert worst < 1e-5

# ---- momentum-space sweep; finite sweep length limits it to about 1e-4 ----
sweep = momentum_exponent(gap, v, field)
assert abs(sweep - exponent) < 5e-4
sweep_scalar = momentum_exponent(gap, v, field, scalar=FREE)
assert abs(sweep_scalar - sweep) < 1e-6

# ---- loop integral: solves the equations, and has the stated early limit ----
start, stop = loop_solution(g, -4.0), loop_solution(g, 4.0)
moved = propagate(lambda t, y: -1j * ((t * SZ + g * SX) @ y), -4.0, 4.0, start)
loop_error = np.linalg.norm(moved - stop) / np.linalg.norm(stop)
assert loop_error < 1e-6
early = loop_solution(g, -12.0)
limit = abs((np.exp(-np.pi * g**2) - 1) * gamma(0.5j * g**2))
assert abs(abs(early[0]) / limit - 1) < 5e-3        # correction of order 1/tau^2
assert abs(early[1] / early[0]) < 0.06              # decays as g/(2|tau|)

# ---- mass form and barrier actions ----
def band(k):
    return np.linalg.eigvalsh(hv * k * SZ + gap / 2 * SX)[1]


dk = 1e-3
mass = 2 * FREE / ((band(dk) - 2 * band(0.0) + band(-dk)) / dk**2)   # units of m0
reduced = mass / 2
mass_form = np.pi * gap**1.5 / (2 * force * np.sqrt(2 * FREE / reduced))
assert abs(mass_form / exponent - 1) < 1e-4
turning = gap / (2 * force)
action = 2 * quad(lambda x: np.sqrt(max((gap / 2)**2 - (force * x)**2, 0)) / hv,
                  -turning, turning)[0]
assert abs(action / exponent - 1) < 1e-6
one_band = 2 * quad(lambda x: np.sqrt(max(gap - force * x, 0) * mass / FREE),
                    0, 2 * turning)[0]
assert one_band > exponent

# ---- size of neglected effects ----
finite_drop = junction_exponent(gap, v, field, drop=drop)
remote_plus = momentum_exponent(gap, v, field, curvature=FREE)
remote_minus = momentum_exponent(gap, v, field, curvature=-FREE)
confined = kane_exponent(gap, v, field, np.pi / body)
cold = kane_exponent(gap + cooling, v, field)
kT = sc.k * temperature / sc.e
k_fermi = (3 * np.pi**2 * density * 1e-21)**(1 / 3)
fermi = band(k_fermi) - gap / 2

print(f"Gap: {gap:.2f} eV")
print(f"Band velocity: {v:.2e} m/s")
print(f"Field: {field:.2f} MV/cm")
print(f"hbar*v: {hv:.4f} eV nm")
print(f"Force F: {force:.3f} eV/nm")
print(f"Band-edge mass (finite differences): {mass:.4f} m0")
print(f"Reduced mass: {reduced:.4f} m0")
print(f"Tunnelling length gap/F: {2 * turning:.2f} nm")
print(f"Dimensionless gap g: {g:.4f}")
print(f"Kane exponent, formula: {exponent:.4f}")
print(f"Exponent, real-space scattering: {numeric['base']:.4f}")
print(f"Exponent, momentum sweep: {sweep:.4f}")
print(f"Exponent, sweep with scalar k^2 term: {sweep_scalar:.4f}")
print(f"Exponent, mass form: {mass_form:.4f}")
print(f"Exponent, two-band barrier action: {action:.4f}")
print(f"Exponent, one-band triangular barrier: {one_band:.4f}")
print(f"Ratio one-band/two-band: {one_band / exponent:.3f}")
print(f"Probability P: {np.exp(-exponent):.4f}")
for name in ("gap x2", "velocity x2", "field x2"):
    print(f"Scattering exponent relative to base, {name}: "
          f"{numeric[name] / numeric['base']:.4f}")
print(f"ky at which P falls by e: {ky_fall:.4f} 1/nm")
print(f"Scattering exponent at that ky: {numeric['with ky']:.4f}")
print(f"Worst relative error, scattering vs formula: {worst:.1e}")
print(f"Relative error, loop integral vs propagation: {loop_error:.1e}")
for f in (0.2, 0.5, 1.0):
    s, e = junction_exponent(gap, v, f), kane_exponent(gap, v, f)
    assert abs(s / e - 1) < 1e-5
    print(f"Field {f:.1f} MV/cm: exponent {e:.3f}, scattering {s:.3f}, "
          f"P {np.exp(-e):.3e}")
print(f"Total band bending: {drop:.2f} eV")
print(f"Exponent with this finite bending: {finite_drop:.3f}")
print(f"P with this finite bending: {np.exp(-finite_drop):.4f}")
print(f"Remote-band curvature size: {FREE:.4f} eV nm^2")
print(f"Exponent with curvature +: {remote_plus:.3f}")
print(f"Exponent with curvature -: {remote_minus:.3f}")
print(f"Body thickness: {body:.0f} nm")
print(f"Exponent with ky = pi/thickness: {confined:.3f}")
print(f"P with ky = pi/thickness: {np.exp(-confined):.4f}")
print(f"Gap increase on cooling (rough): {cooling:.2f} eV")
print(f"Exponent with the cold gap: {cold:.3f}")
print(f"P with the cold gap: {np.exp(-cold):.4f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal factor exp(-gap/kT): {np.exp(-gap / kT):.2e}")
print(f"Electron density: {density:.0e} cm^-3")
print(f"Fermi energy above band edge: {fermi:.3f} eV")
print(f"Energy window, bending minus gap: {drop - gap:.2f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Gap: 0.35 eV
Band velocity: 1.10e+06 m/s
Field: 0.50 MV/cm
hbar*v: 0.7240 eV nm
Force F: 0.050 eV/nm
Band-edge mass (finite differences): 0.0254 m0
Reduced mass: 0.0127 m0
Tunnelling length gap/F: 7.00 nm
Dimensionless gap g: 0.9198
Kane exponent, formula: 2.6576
Exponent, real-space scattering: 2.6576
Exponent, momentum sweep: 2.6575
Exponent, sweep with scalar k^2 term: 2.6575
Exponent, mass form: 2.6577
Exponent, two-band barrier action: 2.6576
Exponent, one-band triangular barrier: 4.5118
Ratio one-band/two-band: 1.698
Probability P: 0.0701
Scattering exponent relative to base, gap x2: 4.0000
Scattering exponent relative to base, velocity x2: 0.5000
Scattering exponent relative to base, field x2: 0.5000
ky at which P falls by e: 0.1483 1/nm
Scattering exponent at that ky: 3.6576
Worst relative error, scattering vs formula: 4.9e-10
Relative error, loop integral vs propagation: 5.4e-11
Field 0.2 MV/cm: exponent 6.644, scattering 6.644, P 1.302e-03
Field 0.5 MV/cm: exponent 2.658, scattering 2.658, P 7.011e-02
Field 1.0 MV/cm: exponent 1.329, scattering 1.329, P 2.648e-01
Total band bending: 0.60 eV
Exponent with this finite bending: 2.933
P with this finite bending: 0.0532
Remote-band curvature size: 0.0381 eV nm^2
Exponent with curvature +: 2.626
Exponent with curvature -: 2.694
Body thickness: 20 nm
Exponent with ky = pi/thickness: 3.780
P with ky = pi/thickness: 0.0228
Gap increase on cooling (rough): 0.06 eV
Exponent with the cold gap: 3.647
P with the cold gap: 0.0261
Temperature: 300 K
Thermal factor exp(-gap/kT): 1.32e-06
Electron density: 1e+18 cm^-3
Fermi energy above band edge: 0.109 eV
Energy window, bending minus gap: 0.25 eV
ALL CHECKS PASSED
```
